RPA Correlation Energy from Sternheimer Eigenmodes: Truncation and Quadrature Errors

**1. Result and conventions**

For a closed-shell Kohn–Sham reference with real orbitals, the correlation energy in the random phase approximation (RPA) is

E_c = (1/2π) ∫₀^∞ dω Σ_k [ln(1+s_k) − s_k],

where −s_k(ω) ≤ 0 are the eigenvalues of vχ0(iω), v is the Coulomb interaction and χ0 the response of the independent Kohn–Sham electrons. Hartree atomic units are used. The s_k can be found by subspace iteration in which χ0 acts through linear equations for the occupied orbitals, without unoccupied states. For a smooth, exponentially decaying density the leading truncation errors are:

- K modes kept at each frequency: O(1/K), or O(K^(−7/3)) if the full second-order trace is supplied separately;
- angular momenta of an atom cut at L_max: O(L_max^(−3));
- n Gauss–Legendre frequencies with the simple rational map: O(n^(−3)).

These three laws are semiclassical. Section 4 also gives a rigorous two-sided bound on the mode error.

**2. The trace formula**

Scale the interaction by λ, holding the density fixed. Then E_c is the integral over λ from 0 to 1 of the change in ⟨v⟩ relative to λ = 0. Hartree and self-interaction terms depend on the density alone and cancel, leaving the density fluctuations. With excitation energies Ω_m and transition densities ρ_m,

χ_λ(iω) = −Σ_m 2Ω_m ρ_m(r)ρ_m(r′)/(Ω_m²+ω²).

Since ∫₀^∞ 2Ω dω/(Ω²+ω²) = π, the fluctuation ⟨δn δn′⟩ equals −(1/π)∫₀^∞ χ_λ dω. The pair energy carries a factor ½, so

E_c = −(1/2π) ∫₀¹ dλ ∫₀^∞ dω Tr[v(χ_λ − χ0)].

The RPA sets χ_λ = χ0 + λχ0vχ_λ, without an exchange–correlation kernel. Hence Tr vχ_λ = Tr[vχ0(1−λvχ0)^(−1)], whose λ integral is −Tr ln(1−vχ0). Therefore

E_c = (1/2π) ∫₀^∞ dω Tr[ln(1−vχ0) + vχ0].

Write v = CCᵀ. The nonzero eigenvalues of CCᵀχ0 are those of the symmetric matrix Cᵀχ0C = −S. For occupied i, empty a and Δ = ε_a − ε_i,

χ0 = −4 Σ_ia [Δ/(Δ²+ω²)] φ_iφ_a(r) φ_iφ_a(r′).

The 4 is two spins times the 2 in 2Δ. Every term is negative semidefinite, so S has eigenvalues s_k ≥ 0. This proves the opening formula.

**3. Sternheimer iteration**

Let Q project onto the empty space. For a real potential W solve

(h − ε_i + iω) w_i = −Q W φ_i.

Expansion in empty orbitals gives coefficients −⟨a|W|i⟩/(Δ+iω), with real part −Δ⟨a|W|i⟩/(Δ²+ω²). Thus

δn = χ0W = 4 Σ_i φ_i Re w_i.

Without Q, a pair of occupied orbitals i, j would contribute twice, with opposite signs of Δ and the same orbital product, and so cancel; the term j = i is purely imaginary. Q is thus optional at ω > 0, but near ω = 0 the operator is almost singular. Keeping Q on the right side and adding to the operator a positive multiple of the occupied projector, larger than the spread of occupied energies, cures this without changing the solution in the empty space. With the projector added, Q is no longer optional, because the occupied pairs would not cancel.

For helium, φ0 = u0/(r√4π). A perturbation W(r)Y_LM excites angular momentum L alone:

(h_L − ε0 + iω) w = −W u0, δn = 4u0 Re w Y_LM/(4πr²).

With g = u0/r, Poisson's equation for the induced potential V(r)Y_LM becomes

−(rV)″ + L(L+1)(rV)/r² = 4g Re w.

For L = 0 the right side of the orbital equation is projected with Q. At each L and ω the iteration is:

1. Take p orthonormal columns Y and form the potentials rW = CY.
2. Solve the Sternheimer equations and form SY = −Cᵀ(4g Re w).
3. Diagonalize YᵀSY. Its eigenvalues θ_k approximate s_k.
4. Orthonormalize the rotated columns of SY and repeat. Start the next frequency from the converged columns.

The shifted matrix is complex symmetric, so conjugate gradients with the unconjugated product xᵀy apply. The preconditioner is (T_L − ε0 + iω)^(−1), with T_L the kinetic operator.

The convergence rate follows from the iterated subspace. For a generic start it contains, after m steps, the vector

e_k + Σ_{j>p} c_j (s_j/s_k)^m e_j,

where e_j are the eigenvectors. Its Rayleigh quotient has an error quadratic in the admixture, so

error of θ_k ∝ (s_{p+1}/s_k)^(2m).

For L = 1, ω = 1 Ha and k = p = 6, the measured factor per step is 0.339 and the law gives 0.341. The last modes of a block converge slowest, which is why a few guard modes are carried and then dropped.

Also θ_k ≤ s_k, by the variational principle. Since F(x) = x − ln(1+x) has derivative x/(1+x) ≥ 0, incomplete convergence and discarded modes both leave the energy too high, apart from the error of the linear solver.

**4. Truncation in eigenmodes**

For x ≥ 0,

x²/(2+4x/3) ≤ F(x) ≤ x²/2.

All three functions vanish at x = 0, so it is enough to compare derivatives. On the right, x/(1+x) ≤ x. The left function is 3x²/(6+4x), with derivative x(36+12x)/(6+4x)². This does not exceed x/(1+x), because

(36+12x)(1+x) = 36+48x+12x² ≤ 36+48x+16x² = (6+4x)².

Every discarded s_k is at most s_{K+1}, so at each frequency

½Σ_{k>K} s_k²/(1+2s_{K+1}/3) ≤ Σ_{k>K} F(s_k) ≤ ½Σ_{k>K} s_k².

The largest eigenvalue in the L = 0 channel of helium at ω = 0 is 0.5876. There F = 0.5876 − 0.4622 = 0.1254, between 0.1240 and 0.1726. The fifth eigenvalue is already 0.0030, for which the bounds nearly coincide.

How fast the s_k fall follows from a local plane wave W = exp(iq·r). If q is large compared with the inverse length on which φ_i varies, and q²/2 is large compared with the local potential and orbital energies, then (h−ε_i)φ_iW ≈ (q²/2)φ_iW. With n = 2Σφ_i²,

χ0W ≈ −4Σφ_i² W (q²/2)/(ω²+q⁴/4) = −n q² W/(ω²+q⁴/4).

Multiplication by v = 4π/q² gives

s(r,q;ω) = 4πn(r)/(ω²+q⁴/4),

with one mode per phase-space volume (2π)³. At ω = 0, modes with s > μ have q < (16πn/μ)^(1/4), and to leading order their number is

K = (1/6π²)(16π/μ)^(3/4) ∫n^(3/4) d³r.

Thus s_K ∝ K^(−4/3). For the energy, set q = K^(1/3)q′ and ω = K^(2/3)ω′. Then s = K^(−4/3)s′, and the condition that K modes are kept no longer contains K. The tail scales as

(1/4π)∫dω Σ_{k>K}s_k² ∝ K^(2/3) · K · K^(−8/3) = K^(−1).

The factors come from dω, d³q and s². At fixed low frequency the tail would fall as K^(−5/3); the widening frequency range costs K^(2/3).

If the whole −½Tr S² is kept and only the remainder is truncated, the neglected terms begin with s³/3 and scale as K^(2/3)·K·K^(−4) = K^(−7/3). For one occupied orbital, with B_ab = (0a|0b), the integrated second-order trace is

E₂ = −(1/4π)∫₀^∞dω Σ_ab 16B_ab²Δ_aΔ_b/[(Δ_a²+ω²)(Δ_b²+ω²)] = −2Σ_ab B_ab²/(Δ_a+Δ_b).

The integral is π/[2Δ_aΔ_b(Δ_a+Δ_b)], by partial fractions. This form needs empty states, so the gain has a price: the trace must be obtained by some other calculation.

For helium with all L ≤ 40 merged, K counting degeneracy, the errors are:

- K = 100: 6.8·10⁻⁴ Ha, or 2.9·10⁻⁷ Ha with the trace;
- K = 1600: 4.0·10⁻⁵ Ha, or 4.3·10⁻¹⁰ Ha with the trace.

Between K = 200 and 1600 the fitted exponents are 1.02 and 2.34, against 1 and 7/3. Linear extrapolation in 1/K from K = 800 and 1600 leaves 2(4.017·10⁻⁵) − 8.230·10⁻⁵ = −2.0·10⁻⁶ Ha, a twentieth of the raw error. These errors refer to the L ≤ 40 sum on this grid; a finer radial basis raises both by about 2·10⁻⁷ Ha and shifts the remainder to −1.8·10⁻⁶ Ha. By the law of Section 5 the higher channels add −0.3316/(3·41³) = −1.6·10⁻⁶ Ha, comparable with this remainder, so the remainder does not measure the accuracy of an extrapolation to all L. With L ≤ 60 it falls to −0.7·10⁻⁶ Ha and the first exponent to 1.01.

Within one channel the phase space is dr dk/(2π). For L = 0 and ω = 0 the mode number is (1/π)∫q dr, up to a slowly varying offset, so

d(s_k^(−1/4))/dk → π/[(16π)^(1/4)∫n^(1/4)dr].

The measured slope between modes 12 and 24 is 0.723; the law gives 0.720. Hence s_k ∝ k^(−4) in a channel. The scaling ω ∝ k² then gives an energy tail k²·k·k^(−8) = k^(−5), much faster than in three dimensions. The slow 1/K law reflects the number of channels.

**5. Truncation in angular momentum**

Integrate over frequency first. With ∫₀^∞dω/(ω²+a²)² = π/(4a³) and a = q²/2, each mode contributes

−(1/4π)(4πn)²(2π/q⁶) = −8π²n²/q⁶.

Let k be the radial wavevector and ν = L+½. The transverse wavevector is ν/r, so q² = k²+ν²/r². The phase-space measure is

4πr²dr · dk · 2π(ν/r²)dν/(2π)³ = 2ν dν dr dk/(2π),

which has the required 2L+1 = 2ν states per L. Using ∫dk/(k²+b²)³ = 3π/(8b⁵) over all k,

E_L → −2ν ∫dr (1/2π) 8π²n² (3π/8)(r/ν)⁵ = −A ν^(−4), A = 3π²∫n²r⁵dr.

A is unchanged if the density is uniformly compressed, n → γ³n(γr). For a hydrogen-like density n = (2Z³/π)exp(−2Zr) it is

A = 12Z⁶ · 5!/(4Z)⁶ = 45/128 = 0.3516 for every Z.

The self-consistent helium density gives A = 0.3316 Ha. The computed −E_Lν⁴ is 0.3188 at L = 5 and 0.3295 at L = 20; extrapolation in ν^(−2) from L = 10 and 20 gives 0.3301, within 0.5 %. This difference comes from the radial grid, which does not fully resolve the short wavelengths needed at L = 20. In a converged radial basis the L = 20 value rises by 0.0011 to 0.3306, and the extrapolation gives 0.3316, equal to the law in the digits shown.

Summing ν^(−4) over L > L_max gives approximately 1/[3(L_max+1)³]. For L_max = 5 the estimated missing energy is −0.3316/(3·216) = −5.12·10⁻⁴ Ha; the computed one is −4.95·10⁻⁴ Ha.

**6. Frequency quadrature**

At high ω the integrand is −½Σs². Setting q = √(2ω)t and using ∫₀^∞t²dt/(1+t⁴)² = π√2/16,

∫d³q/(2π)³ (ω²+q⁴/4)^(−2) = (1/2π²)(2√2)(π√2/16)ω^(−5/2) = ω^(−5/2)/(8π).

Multiplying by −½(4π)²∫n²d³r gives

I(ω) → −π ω^(−5/2) ∫n²d³r.

At fixed L the centrifugal term becomes negligible. Since ∫dt/(1+t⁴)² = 3√2π/8 over all t, ∫dk/(2π)(ω²+k⁴/4)^(−2) = (3/8)ω^(−7/2), and

I_L(ω) → −3π²(2L+1) ω^(−7/2) ∫n²dr.

These limits do not conflict. About r√ω channels contribute at frequency ω, and the sum of their weights 2L+1 supplies the extra factor ω.

Extrapolated numerical tails reach 0.988 of the law for L = 0 (0.989 in a finer radial basis) and 0.981 for the sum over L ≤ 40. Most of the second deficit is due to the angular cutoff: with L ≤ 80 the same extrapolation gives 0.998. The L = 0 value needs care. From 150–2400 Ha the extrapolation gives 0.950 on the main grid and 0.960 on a finer one; moving to 625–10000 Ha on the finer grid gives 0.988. Most of the improvement comes from the higher frequencies.

Now map x in (−1,1) to frequency by

ω = ω0 z^m, z = (1+x)/(1−x).

For m = 1, ω ∝ 1/(1−x) near x = 1, and the transformed integrand behaves as (1−x)^(1/2) for all L together, or (1−x)^(3/2) in one channel. With x = cosϑ, Gauss points near the end have ϑ-spacing about π/n. The unresolved region has width 1−x ~ n^(−2), so a noninteger power σ causes an error of order n^(−2σ−2). This scaling argument predicts n^(−3) and n^(−5). The measured exponents are 2.79 (L ≤ 40, 12 to 24 points) and 4.73 (L = 0, 30 to 60 points). For the second-order term the one-channel exponent rises to 4.9 between 60 and 120 points. The first value depends on the angular cutoff: for the second-order term it is 2.83 with L ≤ 40 and 2.95 with L ≤ 80. At any fixed cutoff the sum has finitely many channels, so its exponent turns over to 5 at large n.

For m = 2, ω ∝ (1−x)^(−2) and dω ∝ (1−x)^(−3)dx. The two leading tails become (1−x)² and (1−x)⁴, which are smooth. For L = 0 with 30 points the error drops from 1.9·10⁻⁸ Ha to about 10⁻¹³ Ha, measured against a 60-point rule with the squared map.

An excitation energy Ω also gives singularities at ω = ±iΩ, which limit the convergence of its contribution. Gauss quadrature integrates polynomials of degree 2n−1 without error. Polynomial approximation converges as ρ^(−degree) for a function analytic inside an ellipse with foci ±1 and semiaxis sum ρ, so the quadrature error falls as ρ^(−2n). The distances from the singularity to the foci add to the major axis:

ρ + 1/ρ = |x−1| + |x+1| = 2(1+|z|)/|1+z|, z = (iΩ/ω0)^(1/m).

For a pole at Ω = 4 Ha with ω0 = 1 Ha and m = 1, the right side is 10/√17 = 2.425 and ρ = 1.899; the fitted value is 1.947. For m = 2 the law gives 1.459 and the fit 1.490. The squared map thus converges more slowly for this pole, but it removes the leading algebraic error. As Ω → ∞, ρ → 1 for both maps, so no single ρ describes an atom, whose excitation energies have no upper limit.

When the smallest excitation energy tends to zero, the simple map has ρ ≈ 1+√(2Ω/ω0). The number of points must then grow as √(ω0/Ω), and a gapless system needs separate treatment.

**7. A quadrature-free reference**

In one channel the nonzero eigenvalues of S are those of 4D^(1/2)BD^(1/2), with D = Δ/(Δ²+ω²) diagonal. Let Ω² be the eigenvalues of Δ²+4Δ^(1/2)BΔ^(1/2). Then

det(1+S) = Π(Ω²+ω²)/Π(Δ²+ω²).

Differentiating with respect to Ω shows that ∫₀^∞ ln[(Ω²+ω²)/(Δ²+ω²)]dω = π(Ω−Δ). The trace term gives (1/2π)·4B_aa·(π/2) = B_aa. Hence

E_L = (2L+1)[½Σ(Ω−Δ) − Σ_a B_aa].

This needs all empty states of the basis, but it isolates the quadrature error.

**8. The helium atom**

For two electrons in one orbital, exact exchange cancels half the Hartree potential, so v_s = −2/r + v_H/2. On a radial grid of 119 points the orbital energy is −0.91796 Ha. The Hartree–Fock energy is −2.86168 Ha, and a separate Gaussian-basis calculation agrees within 2·10⁻⁶ Ha. For L = 0 and 1 the correlation energies are −0.072700 Ha on the grid and −0.072685 Ha with Gaussian s and p functions.

The channels L = 0 to 5 contribute, in mHa,

−(29.195 + 43.504 + 7.172 + 2.016 + 0.763 + 0.348) = −82.998.

Adding −0.495 for higher L gives

E_c = −0.08349 Ha = −2.272 eV.

Second-order rings alone give −0.0966 Ha. The higher orders reduce the magnitude by 14 %, with the sign required by F(x) ≤ x²/2.

The Sternheimer calculation used 8 retained modes in a block of 12, L ≤ 5, and 16 frequencies with the squared map. It gives −0.0829911 Ha. Its error budget is:

- subspace iteration and linear solver: 5·10⁻⁹ Ha;
- modes beyond 8 per channel: 8.3·10⁻⁶ Ha;
- frequency quadrature: −4·10⁻⁸ Ha;
- missing L > 5: 4.95·10⁻⁴ Ha.

A block solve took 6.4 conjugate-gradient iterations on average, and a frequency took 2.7 subspace steps. The angular cutoff dominates by a factor of 60, so more frequencies or more modes in these channels would gain little. Adding the tail law gives −0.083503 Ha, which is 9·10⁻⁶ Ha too low. That is the sum of the mode error, +8·10⁻⁶, and the tail-law error, −17·10⁻⁶.

The run keeps 8·36 = 288 modes counted with degeneracy. Choosing the 288 largest modes over all L would, by the 1/K law from K = 200, leave about 3.37·10⁻⁴·200/288 = 2.3·10⁻⁴ Ha, half the error of the fixed allocation.

The energy is the RPA value for this fixed exact-exchange reference. It omits exchange and other diagrams beyond the rings, self-consistency at the RPA level, relativity and nuclear motion, and is not the exact correlation energy. The numerical output below gives the remaining values.

Calculated quantities

```
radial points 119 (fine L=0 grid 239), box radius 15.0 bohr, L up to 40
orbital energy eps0 = -0.917956 Ha
Hartree-Fock energy: grid -2.861680, Gaussian -2.861679 Ha
E_c (L=0,1): grid -0.072700, Gaussian s,p -0.072685 Ha
L= 0: E_L = -2.9195e-02 Ha, -E_L(L+1/2)^4 = 0.0018 Ha
L= 1: E_L = -4.3504e-02 Ha, -E_L(L+1/2)^4 = 0.2202 Ha
L= 2: E_L = -7.1717e-03 Ha, -E_L(L+1/2)^4 = 0.2801 Ha
L= 3: E_L = -2.0161e-03 Ha, -E_L(L+1/2)^4 = 0.3025 Ha
L= 4: E_L = -7.6349e-04 Ha, -E_L(L+1/2)^4 = 0.3131 Ha
L= 5: E_L = -3.4841e-04 Ha, -E_L(L+1/2)^4 = 0.3188 Ha
L=10: E_L = -2.6971e-05 Ha, -E_L(L+1/2)^4 = 0.3278 Ha
L=20: E_L = -1.8657e-06 Ha, -E_L(L+1/2)^4 = 0.3295 Ha
L-law coefficient: density 0.3316, extrapolated 0.3301 Ha
total RPA E_c = -0.083494 Ha = -2.2720 eV
same from L<=16 plus tail law = -0.083494 Ha
second-order ring energy, L<=40: -0.096606 Ha
Sternheimer run: 8 modes kept, block 12, L<=5, 16 frequencies
  Sternheimer E_c = -0.0829911 Ha
  dense, same modes = -0.0829911 Ha
  dense, all modes = -0.0829994 Ha
  closed form, L<=5 = -0.0829993 Ha
  iteration error = 5.0e-09 Ha
  mode truncation error = 8.28e-06 Ha
  quadrature error = -4.2e-08 Ha
  missing L>5: actual -4.947e-04, law -5.117e-04 Ha
  linear-solver iterations: mean 6.4, max 10
  subspace steps: mean 2.7, max 10
Ritz contraction per step: measured 0.3388, law 0.3407
K=  50: error 1.362e-03, bounds 1.361e-03 1.364e-03, with 2nd-order trace 1.40e-06 Ha
K= 100: error 6.827e-04, bounds 6.825e-04 6.830e-04, with 2nd-order trace 2.90e-07 Ha
K= 200: error 3.369e-04, bounds 3.369e-04 3.370e-04, with 2nd-order trace 5.55e-08 Ha
K= 400: error 1.672e-04, bounds 1.671e-04 1.672e-04, with 2nd-order trace 1.11e-08 Ha
K= 800: error 8.230e-05, bounds 8.230e-05 8.230e-05, with 2nd-order trace 2.16e-09 Ha
K=1600: error 4.017e-05, bounds 4.017e-05 4.017e-05, with 2nd-order trace 4.28e-10 Ha
mode exponents K=200..1600: raw 1.023, corrected 2.339
error after 1/K extrapolation (800,1600): -1.96e-06 Ha
largest s_k, L=0, omega=0: 0.5876 0.0629 0.0170 0.0065 0.0030
slope of s_k^(-1/4): measured 0.7232, law 0.7201
L=0 tail/law from 150-2400 Ha: main grid 0.9496, fine grid 0.9597
L=0 tail/law from 625-10000 Ha, fine grid: 0.9879
all-L tail/law from 100-400 Ha: 0.9812
L=0 quadrature, simple map, n=15: error 3.2e-07 Ha
L=0 quadrature, simple map, n=30: error 1.9e-08 Ha
L=0 quadrature, simple map, n=60: error 7.3e-10 Ha
L=0 quadrature, squared map, n=15: error 6.2e-08 Ha
L=0 quadrature, squared map, n=30: error 1.5e-13 Ha
simple map, all L: error n=12 2.26e-05, n=24 3.47e-06 Ha
simple-map exponents: L=0 4.73, all L 2.79
pole at 4.0 Ha, map power 1: rho measured 1.947, law 1.899
pole at 4.0 Ha, map power 2: rho measured 1.490, law 1.459
```
